Ligand-mediated hopping between j = 1/2 states in edge- and corner-sharing octahedra

**The model**

A transition-metal ion with five t2g electrons sits in a regular octahedron of ligands. Spin-orbit coupling ζ L·S, with ζ > 0, splits the t2g shell into a doublet called j = 1/2 and a quartet called j = 3/2. The one hole of the t2g shell occupies the doublet.

Metals couple only through ligand p orbitals, which lie an energy Δ below the j = 1/2 level. For a unit vector n pointing from ligand to metal, the Slater-Koster rule for the t2g orbital ab (a ≠ b) and the orbital p_v is

E(p_v, ab) = √3 n_a n_b n_v V_σ + (n_a δ_bv + n_b δ_av − 2 n_a n_b n_v) V_π.

Lengths are in units of the metal-ligand distance, and τ = V_π²/Δ. Metal A is at the origin. In the edge-sharing pair, B is at (1,1,0) and the shared ligands are 1 at (1,0,0) and 2 at (0,1,0). In the corner-sharing pair, B is at (2,0,0) and the shared ligand is at (1,0,0).

For numbers, take V_σ = −2.0 eV, V_π = 0.9 eV, Δ = 3.0 eV, ζ = 0.4 eV, Hubbard repulsion U = 2.0 eV and Hund's coupling J_H = 0.3 eV.

**Part (a). Find the t2g hopping matrices from A to B for both pairs, to second order in the metal-ligand coupling.**

*Answer.* The amplitude on a ligand orbital p obeys E c_p = E_p c_p + Σ_a V_ap c_a, so c_p = Σ_a V_ap c_a/(E − E_p). Inserting this in the equation for orbital b on B, with E − E_p ≈ Δ, gives

T_ba = Σ_p V_bp V_ap/Δ.

When n lies along a cubic axis, n_a n_b = 0 and only V_π(n_a δ_bv + n_b δ_av) remains.

For ligand 1, n is (−1,0,0) towards A and (0,1,0) towards B:

A: xy–p_y and xz–p_z, each −V_π
B: xy–p_x and yz–p_z, each +V_π.

The only shared p orbital is p_z, so T_yz,xz = −τ. The two xy orbitals meet orthogonal p orbitals.

For ligand 2, n is (0,−1,0) towards A and (1,0,0) towards B. Now A couples yz to p_z with −V_π and B couples xz to p_z with +V_π, so T_xz,yz = −τ. Hence

T_edge = −τ(|yz><xz| + |xz><yz|).

For the corner pair, n is (−1,0,0) towards A and (1,0,0) towards B. Both metals couple xy to p_y and xz to p_z, with opposite signs:

T_corner = −τ(|xy><xy| + |xz><xz|).

Here τ = 0.81/3.0 = 0.27 eV.

**Part (b). Show that |+> = (xy↑ + yz↓ + i xz↓)/√3 is an eigenstate of L·S, also when the eg orbitals are kept, and construct its partner.**

*Answer.* With L = −i r×∇,

L_x: xy → i xz, xz → −i xy, yz → −i(y² − z²)
L_y: xy → −i yz, yz → i xy, xz → −i(z² − x²)
L_z: xz → i yz, yz → −i xz, xy → −i(x² − y²).

The spin operators give S_x↑ = ↓/2, S_x↓ = ↑/2, S_y↑ = i↓/2, S_y↓ = −i↑/2. Apply L·S to √3|+> and collect terms:

- xy↑ receives (i)(−i/2) = 1/2 from yz↓ through L_yS_y, and i(−i)/2 = 1/2 from i xz↓ through L_xS_x. The total is 1.
- yz↓ receives (−i)(i/2) = 1/2 from xy↑ through L_yS_y, and i(i)(−1/2) = 1/2 from i xz↓ through L_zS_z. The total is 1.
- xz↓ receives i/2 from xy↑ through L_xS_x, and (−i)(−1/2) = i/2 from yz↓ through L_zS_z. The total is i.
- The eg part is −(i/2)[(x² − y²) + (y² − z²) + (z² − x²)]↑ = 0.

Thus L·S|+> = |+>, without eg admixture, and the energy is +ζ. Time reversal commutes with L·S. It conjugates coefficients and takes ↑ to ↓ and ↓ to −↑, which gives the partner

|−> = (xy↓ − yz↑ + i xz↑)/√3.

L·S has zero trace within t2g, so the cubic quartet lies at −ζ/2. In the hole picture energies change sign and the doublet is lowest.

**Part (c). Project a real t2g hopping matrix T onto the doublets. Apply the result to each path of part (a), and interpret it.**

*Answer.* Write the components of |+> and |−> on orbital a as C_a/√3, a 2×2 matrix from pseudospin to spin:

C_xy = 1, C_yz = −iσ_y, C_xz = iσ_x.

The hopping is spin-independent, so the projected matrix is (1/3) Σ_ab T_ab C_a†C_b. Each C_a†C_a equals 1. The others are C_yz†C_xz = (iσ_y)(iσ_x) = −σ_yσ_x = iσ_z, C_xy†C_xz = iσ_x, C_yz†C_xy = iσ_y, and their Hermitian conjugates. Therefore

PTP = (1/3)[Tr T + iσ_x(T_xy,xz − T_xz,xy) + iσ_y(T_yz,xy − T_xy,yz) + iσ_z(T_yz,xz − T_xz,yz)].

The symmetric part of T enters through its trace alone, and the antisymmetric part gives pseudospin-dependent hopping. For the edge pair,

ligand 1: −iτσ_z/3
ligand 2: +iτσ_z/3
sum: 0.

Each path alone has size 0.27/3 = 0.09 eV. The orbital amplitudes have the same sign. The opposite signs arise because one path goes from xz to yz and the other from yz to xz, while spin-orbit coupling has placed a phase i between these orbitals. For the real orbital (xz + yz)/√2 the same paths add: (1/2)(−τ − τ) = −τ = −0.27 eV.

For the corner pair, the p_y and p_z channels each give −τ/3, and

t_corner = −2τ/3 = −0.18 eV.

These are diagonal orbital processes, whose phases cancel separately in C_a†C_a.

The edge cancellation requires equivalent ligands. Inversion about the bond centre exchanges A with B and ligand 1 with ligand 2, so the second path matrix is the transpose of the first and the antisymmetric part drops out. The 90° geometry then makes the trace zero. If the ligand gaps differ, giving τ₁ and τ₂, the remainder is −i(τ₁ − τ₂)σ_z/3. Gaps of 3.0 and 3.3 eV leave 0.008 eV.

Hopping out of the doublet survives. Acting on |+>, T_edge gives −τ(xz↓ + i yz↓)/√3, of norm √(2/3) τ = 0.22 eV. Since its j = 1/2 part is zero, this state lies wholly in j = 3/2.

**Part (d). The amplitude 0.22 eV is not small beside ζ, nor is V_σ small beside Δ. Does the edge result survive higher orders in the metal-ligand coupling? Consider two complete octahedra with all d orbitals, equal ligand energies and no p–p hopping.**

*Answer.* Uncoupled ligands can be eliminated without expansion by keeping E − E_p in the denominators. Each metal then has a cubic on-site matrix H_on(E), the same for A and B. Let u_x denote the normalized 3x² − r² orbital, and similarly u_y and u_z. It couples with V_σ to the p orbital along an x bond. The paths of part (a) become

(E − E_p)T₁ = −V_σV_π(|xy><u_x| + |u_y><xy|) − V_π²|yz><xz|
(E − E_p)T₂ = −V_σV_π(|u_x><xy| + |xy><u_y|) − V_π²|xz><yz|.

Since u_x + u_y + u_z = 0, their sum is

(E − E_p)T = V_σV_π(|xy><u_z| + |u_z><xy|) − V_π²(|yz><xz| + |xz><yz|).

T is symmetric, so bonding and antibonding states have the form (ψ, ±ψ)/√2 with

Eψ = [H_on(E) ± T(E)]ψ.

Let R rotate orbitals and spin by 90° about z: x → y, y → −x. Then xy → −xy, u_z → u_z, xz → yz and yz → −xz, so every term of T changes sign: RTR⁻¹ = −T. The cubic on-site part, including L·S, is unchanged. If ψ solves the equation with the plus sign, Rψ solves it with the minus sign at the same E. The bonding and antibonding levels therefore coincide to all orders in V_σ and V_π within this cluster.

With an added bare eg–t2g splitting of 1.5 eV, diagonalization gives half splittings of 8×10⁻¹⁶ eV, which is rounding error, for the edge cluster and 0.113 eV for the corner cluster.

The corner value is below 0.18 eV because covalency is strong. Each t2g orbital couples to four ligands. Let x be the upward shift of the j = 1/2 level. Neglecting mixing with the quartet,

x(x + Δ) = (4 ± 2/3)V_π².

The right-hand sides are 3.78 and 2.70 eV², giving x = 0.956 and 0.725 eV. Half their difference is 0.115 eV, within 2% of the cluster value. The reduction has two causes: the shift enlarges the energy denominator, and part of the level's weight moves to the ligands. The cancellation in the edge pair depends on neither.

**Part (e). Two holes, one per metal, occupy the doublets. Find the edge-pair exchange to order τ², neglecting ζ in the virtual states. Compare it with the corner pair at J_H = 0.**

*Answer.* Two holes on one metal cost U in the same orbital and U − 2J_H in different orbitals. Exchange and pair hopping both have strength J_H. Spin triplets thus lie at U − 3J_H, inter-orbital singlets at U − J_H, and differences of doubly occupied orbitals at U − J_H. The symmetric sum of the three doubly occupied orbitals, at U + 2J_H, is not reached below.

Passing to holes reverses the sign of T and both pseudospins, neither of which affects the coupling. Let X exchange xz and yz and remove xy:

X|+> = (xz↓ + i yz↓)/√3
X|−> = (−xz↑ + i yz↑)/√3.

Write [p,q] for a normalized antisymmetric pair. A hop from A to B, divided by τ, produces these states on B.

From ++:
(1/3){[xz↓,xy↑] + i[yz↓,xy↑] + 2[xz↓,yz↓]}.

From +−:
(1/3){[xz↓,xy↓] + i[yz↓,xy↓] + ([xz↑,yz↓] − [xz↓,yz↑]) − i([xz↑,xz↓] − [yz↑,yz↓])}.

From −+:
(1/3){−[xz↑,xy↑] + i[yz↑,xy↑] − ([xz↑,yz↓] − [xz↓,yz↑]) − i([xz↑,xz↓] − [yz↑,yz↓])}.

In the first state, the last term is a triplet of weight 4/9. The other two, each of weight 1/9, are half triplet and half singlet. The triplet weight is 5/9 and the weight at U − J_H is 1/9. In the second state, the terms with xy are triplets of total weight 2/9. The inter-orbital singlet and the pair difference carry 2/9 each, both at U − J_H.

The spin-flip amplitude between +− and −+ is proportional to their overlap at U − J_H, which is −2/9 from the singlets and +2/9 from the pair differences, hence zero. Between ++ and −−, the xz–xy and yz–xy contributions have opposite signs and cancel. A single pseudospin flip would connect different total S_z in the same orbital pair, which the interaction forbids.

The hop from B to A doubles the energy gains:

E(++) = −2τ²[(5/9)/(U − 3J_H) + (1/9)/(U − J_H)]
E(+−) = −2τ²[(2/9)/(U − 3J_H) + (4/9)/(U − J_H)].

For H = K S_zS_z the difference E(++) − E(+−) is K/2. It equals

−(2/3)τ²[1/(U − 3J_H) − 1/(U − J_H)] = −(4/3)τ²J_H/[(U − 3J_H)(U − J_H)],

so

K = −(8/3)τ²J_H/[(U − 3J_H)(U − J_H)].

This is the Jackeli-Khaliullin mechanism. Interference removes the isotropic exchange that direct j = 1/2 hopping would produce, and Hund's coupling makes the remaining virtual hops depend on pseudospin. The coupling is ferromagnetic and acts on the component normal to the plane of the bridge. On a honeycomb lattice the three bond directions have three different bridge planes, and the coupled component changes accordingly.

At J_H = 0 both energies equal −(4/3)τ²/U and the exchange vanishes at this order. The corner pair has j = 1/2 hopping t = −2τ/3, which lowers the pseudospin singlet by

J = 4t²/U = 4(0.18)²/2.0 = 0.065 eV = 65 meV.

Its virtual hops to j = 3/2 give only a constant at J_H = 0. They enter as PT²P − (PTP)², a multiple of the identity by part (c) because T is symmetric. Diagonalization of two holes gives an isotropic coupling of 66 meV.

For the edge pair, the formula gives

K = −(8/3)(0.0729)(0.3)/(1.1 × 1.7) eV = −31 meV.

Diagonalization with ζ = 0.4 eV gives −18 meV, still purely of S_zS_z form to the printed accuracy. The formula neglects ζ in the virtual states, but there the j = 3/2 hole costs an extra 3ζ/2 = 0.6 eV, which is not small beside U − 3J_H = 1.1 eV. The diagonalization also contains higher orders in τ, and the two effects are not separated here. With τ = 2×10⁻⁵ eV and ζ = 2×10⁻⁴ eV, at the same U and J_H, diagonalization and formula agree within 0.5% of |K|.

**Part (f). Let the metal-ligand-metal angle be θ, keeping bond lengths and cubic orbital axes fixed. Find the edge hopping to second order in the metal-ligand coupling. Then judge how well the cancellation should hold in a honeycomb iridate.**

*Answer.* Put δ = (θ − 90°)/2, s = sin 2δ = −cos θ and c = cos 2δ = sin θ. For ligand 1,

n_A = −(cos δ, sin δ, 0), n_B = (sin δ, cos δ, 0), n_A·n_B = −s.

Inversion still makes the two ligand matrices transposes, so t = (2/3Δ) times the sum of diagonal products for one ligand. The orbitals xz and yz couple to p_z with n_xV_π and n_yV_π and contribute −sV_π². For xy, n_xn_y = s/2 at both metals. The vectors of p amplitudes are

w_A = g n_A − V_π n_B, w_B = g n_B − V_π n_A, g = s(√3V_σ/2 − V_π),

since n_x e_y + n_y e_x equals −n_B at A and −n_A at B. Their product is −s g² − 2gV_π − sV_π². Adding the p_z part and expanding g gives

t(θ) = −(2/3Δ)[s³(V_π² + 3V_σ²/4) + √3 s c² V_σV_π].

The departure is linear in the angle, through the product V_σV_π: with the bonds tilted away from the cubic axes, the xy orbital acquires σ bonding at one end of a path that is π bonding at the other. At 98°, s = 0.139 and c² = 0.981, so the bracket is 0.010 − 0.425 = −0.415 eV² and t = 0.092 eV. At 94°, t = 0.048 eV.

Direct d–d overlap adds another term. Along the metal-metal line, xy is √3/2 of a σ orbital and 1/2 of a δ orbital in amplitude, while xz and yz are each half π and half δ in weight. One third of the trace is

t_direct = (3V_ddσ/4 + V_ddπ + 5V_ddδ/4)/3.

For V_ddσ, V_ddπ, V_ddδ = −0.30, 0.20, −0.05 eV this is −0.029 eV. Together with the second-order 98° bridge the hopping is 0.063 eV.

The parameters are round values in the rough regime of honeycomb iridates such as Na₂IrO₃, which contain Ir⁴⁺ with configuration 5d⁵ and edge-sharing octahedra with angles several degrees above 90°. They are not a fit, and the exchange values are results of the model, not measurements. Measured by the second-order j = 1/2 hopping alone, the 90° angle is the assumption whose failure matters most among those sized here. An angle of 98° raises the hopping from zero to about half the corner value, and its exchange scale 4t²/U = 17 meV is comparable with the 18 meV Ising coupling of the 90° pair. This hopping is not a complete measure, because the Ising coupling depends on the whole t2g matrix. Write H = Σ J_ab S_aS_b. With the second-order matrix at 98° (xy–xy element 0.35 eV) and J_H = 0.3 eV, two-hole diagonalization gives J_xx = J_yy = 14, J_zz = 12 and J_xy = J_yx = 16 meV. The Ising part J_zz − J_xx has fallen to −2 meV and an off-diagonal coupling dominates. The direct overlap has an xz–yz element (V_ddπ − V_ddδ)/2 = +0.125 eV, opposing −τ, and an xy–xy element of −0.24 eV. Added to the 90° bridge it gives J_xx = J_yy = −3, J_zz = 0 and J_xy = J_yx = −7 meV. It thus removes the ferromagnetic Ising coupling although its j = 1/2 hopping is only −0.029 eV.

Second order overstates this effect, however. If the two shared ligands in the complete edge cluster of part (d) are moved to give 98°, the half splitting is only 0.03 eV, against 0.113 eV for the corner cluster. This is comparable with the direct-overlap term, which was itself estimated without covalency. The model also moves only the bridge ligands, within their plane, whereas trigonal compression of real octahedra tilts bonds out of that plane as well. It therefore does not settle which deviation matters most in a real material. The ideal cancellation is a starting point, and edge sharing alone does not assure a dominant Ising coupling.

The other omissions sized here give hoppings of about 0.02 eV or less for these inputs. With p–p integrals of 0.60 eV (σ) and −0.15 eV (π), the edge cluster has a half splitting of 0.010 eV. With t2g orbitals alone and the second-order hopping of part (a), a trigonal term of ±0.10 eV times (L·m)², with m along (1,−1,1), gives about −0.02 and +0.02 eV respectively. Thermal occupation of j = 3/2 is negligible: at 300 K its hole population relative to j = 1/2 is 2×10⁻¹⁰. The numerical output lists the remaining intermediate values.

Calculated quantities

```
V_pd_sigma = -2.00 eV, V_pd_pi = 0.90 eV
Delta (j=1/2 level minus p level) = 3.00 eV
zeta = 0.40 eV, U = 2.00 eV, J_H = 0.30 eV
tau = V_pd_pi^2/Delta = 0.2700 eV
edge T(yz_B,xz_A) via ligand 1 = -0.2700 eV
edge T(xz_B,yz_A) via ligand 2 = -0.2700 eV
path 1, + to +: imaginary part = -0.0900 eV
path 2, + to +: imaginary part = 0.0900 eV
edge sum, largest element = 4.2e-18 eV
same paths, real orbital (xz+yz)/sqrt2: sum = -0.2700 eV
edge hopping j=1/2 to j=3/2, size = 0.2205 eV
corner channel p_y = -0.0900 eV
corner channel p_z = -0.0900 eV
corner sum, j=1/2 hopping = -0.1800 eV
bare cubic field in clusters = 1.50 eV
edge cluster, half splitting = 7.8e-16 eV
corner cluster, half splitting = 0.1132 eV
edge K, second-order formula = -31.19 meV
edge J_zz, two-hole diagonalization = -17.72 meV
edge J_xx, two-hole diagonalization = 0.000 meV
edge J_yy, two-hole diagonalization = -0.000 meV
edge J_xy, two-hole diagonalization = -0.000 meV
edge, J_H=0: largest coupling = 0.0000 meV
corner J, J_H=0, formula = 64.80 meV
corner J_zz, J_H=0, diagonalization = 65.91 meV
corner J_xx, J_H=0, diagonalization = 65.91 meV
neglected: angle 94 deg, hopping = 0.0478 eV
neglected: angle 98 deg, hopping = 0.0923 eV
  its exchange scale 4t^2/U = 17.03 meV
direct integrals dd sigma, pi, delta = -0.30, 0.20, -0.05 eV
neglected: direct overlap, hopping = -0.0292 eV
  98 deg and direct together = 0.0631 eV
p-p integrals sigma, pi = 0.60, -0.15 eV
neglected: p-p hopping, edge half splitting = 0.0100 eV
neglected: trigonal field +0.10 eV, hopping = -0.0183 eV
neglected: trigonal field -0.10 eV, hopping = 0.0215 eV
neglected: ligand gaps 3.00 and 3.30 eV, size = 0.0082 eV
j=3/2 to j=1/2 hole population ratio at 300 K = 1.7e-10
```
